# Melt-threshold fluence of oxide-capped silicon under 308 nm laser pulses

Suppose a silicon wafer is to be melted at its surface by a 308 nm excimer pulse, and the fluence is set on a bare region. In the model worked out below, bare silicon starts to melt at an incident fluence of 467 mJ/cm². Under 47 nm of oxide the threshold is 298 mJ/cm², so the same pulse exceeds it by 57 %. Under 99 nm the threshold is 543 mJ/cm², and the pulse, 14 % too weak, melts nothing. The oxide absorbs no light in either case.

The naive scheme assigns silicon one absorptance and hence one threshold. Multiplying the transmittances of the two oxide faces does not repair it, because that product contains no thickness. What is missing is the phase between waves reflected at the two faces. Once it is included, three further shortcuts fail: placing the extrema at quarter-wave multiples, treating the absorptance as a sinusoid, and treating the cap as thermally absent. Each failure supplies one part of the scheme.

## Keeping the phase: the transfer matrix

Let light of vacuum wavelength $\lambda$ fall normally, along $+z$, from air (index 1) on an oxide of real index $n_1$ and thickness $d$. Below lies silicon of index $N=n+i\kappa$, thick enough that no light returns from its back. With time factor $e^{-i\omega t}$, $k_0=2\pi/\lambda$ and scaled magnetic field $h=Z_0H$, where $Z_0$ is the vacuum impedance, Maxwell's curl equations in a layer of index $\nu$ are

$$\frac{dE}{dz}=ik_0h,\qquad \frac{dh}{dz}=ik_0\nu^2E .$$

A forward wave $e^{ik_0\nu z}$ has $h=\nu E$, and a backward wave has $h=-\nu E$. With this time factor, positive $\kappa$ means decay along $+z$.

In the oxide write $E=pe^{ik_0n_1z}+qe^{-ik_0n_1z}$, so that $h=n_1(pe^{ik_0n_1z}-qe^{-ik_0n_1z})$. Let $\delta=k_0n_1d$. The fields at the lower face, $E_d$ and $h_d$, fix the amplitudes:

$$p=\tfrac12\left(E_d+\frac{h_d}{n_1}\right)e^{-i\delta},\qquad q=\tfrac12\left(E_d-\frac{h_d}{n_1}\right)e^{i\delta}.$$

At the upper face $E_0=p+q$ and $h_0=n_1(p-q)$. Collecting exponentials into sines and cosines gives

$$\begin{pmatrix}E_0\\h_0\end{pmatrix}=\begin{pmatrix}\cos\delta&-\dfrac{i}{n_1}\sin\delta\\-in_1\sin\delta&\cos\delta\end{pmatrix}\begin{pmatrix}E_d\\h_d\end{pmatrix}.$$

Both fields are continuous across each face. The silicon carries a forward wave alone, so $h_d=NE_d$. Scale the fields so that $E_d=1$ and call the upper pair $(B,C)$:

$$B=\cos\delta-\frac{iN}{n_1}\sin\delta,\qquad C=N\cos\delta-in_1\sin\delta .$$

In air, an incident wave of amplitude $u$ and a reflected wave of amplitude $ru$ give $B=u(1+r)$ and $C=u(1-r)$. Hence $r=(B-C)/(B+C)$, and the absorbed fraction is

$$A=1-|r|^2=\frac{|B+C|^2-|B-C|^2}{|B+C|^2}=\frac{4\,\mathrm{Re}(B^*C)}{|B+C|^2}.$$

The numerator does not depend on thickness. In the oxide,

$$\frac{d}{dz}(E^*h)=-ik_0|h|^2+ik_0n_1^2|E|^2$$

is purely imaginary, so $\mathrm{Re}(E^*h)$, which is proportional to the power flow, is constant. Its value at the silicon is $\mathrm{Re}\,N=n$. Therefore

$$A=\frac{4n}{|B+C|^2}.$$

Because the oxide is lossless, all of this power ends in the silicon. For several lossless layers the matrices are multiplied in order and the last formula stays the same.

## The quantity that is sinusoidal

The threshold involves $1/A$, so the useful object is $|B+C|^2$. Write $B+C=U\cos\delta-iV\sin\delta$, with $U=1+N$ and $V=n_1+N/n_1$. Then

$$|B+C|^2=|U|^2\cos^2\delta+|V|^2\sin^2\delta+2\sin\delta\cos\delta\,\mathrm{Re}(iUV^*).$$

Here $\mathrm{Re}(iUV^*)=-\mathrm{Im}(UV^*)$. From

$$UV^*=n_1+\frac{N^*}{n_1}+n_1N+\frac{|N|^2}{n_1}$$

the imaginary part is $\kappa(n_1-1/n_1)$. Now set $x=2\delta=4\pi n_1d/\lambda$ and use $\cos^2\delta=(1+\cos x)/2$, $\sin^2\delta=(1-\cos x)/2$ and $2\sin\delta\cos\delta=\sin x$. Division by $4n$ gives

$$\frac1A=a+b\cos x+c\sin x,$$

with $a=(|U|^2+|V|^2)/8n$, $b=(|U|^2-|V|^2)/8n$ and $c=-\kappa(n_1-1/n_1)/4n$. The squares are

$$|U|^2=1+2n+|N|^2,\qquad |V|^2=n_1^2+2n+\frac{|N|^2}{n_1^2}.$$

Adding and subtracting them, then factoring, yields

$$a=\frac{4n+(1+n_1^2)(1+|N|^2/n_1^2)}{8n},$$

$$b=\frac{(n_1^2-1)(|N|^2-n_1^2)}{8n\,n_1^2},\qquad c=-\frac{\kappa(n_1^2-1)}{4n\,n_1}.$$

Two limits check the factors. If $n_1=1$, then $b=c=0$ and $1/A=|1+N|^2/4n$, the bare-surface result. If $\kappa=0$ and $x=\pi$, then $1/A=a-b=(n_1^2+n)^2/(4n\,n_1^2)$, which equals 1 when $n_1^2=n$: the quarter-wave antireflection layer.

For the example take rough typical values, $N=5.0+3.6i$ and $n_1=1.485$. Then $|N|^2=25+12.96=37.96$, and the coefficients are $a=1.9595$, $b=0.4885$, $c=-0.1461$. At $d=0$, $1/A=a+b=2.448$, so bare silicon absorbs 0.4085 of the light.

As a test by another road, the wave equation was solved by finite differences for oxides of 0, 30, 99 and 160 nm, and the power dissipated in the silicon was summed. It differed from the matrix absorptance by at most $1.8\times10^{-6}$.

## Where the quarter-wave rule goes wrong

Put $b=s\cos x_0$ and $c=s\sin x_0$, with $s=\sqrt{b^2+c^2}$. Then

$$\frac1A=a+s\cos(x-x_0).$$

The period in thickness is $\lambda/2n_1=103.7$ nm. The threshold of a thermally inert cap is highest at $x=x_0$ and lowest at $x=x_0+\pi$, up to multiples of $2\pi$. For transparent silicon with $n>n_1$, $c=0$ and $b>0$, so the minimum would lie at the quarter-wave thickness, 51.9 nm. Absorption makes $c$ negative. Here $s=0.5099$ and $x_0=-0.2906$ rad, so

$$d_{\rm low}=103.70\ \mathrm{nm}\times\frac{\pi-0.2906}{2\pi}=47.1\ \mathrm{nm},$$

$$d_{\rm high}=103.70\ \mathrm{nm}\times\frac{2\pi-0.2906}{2\pi}=98.9\ \mathrm{nm}.$$

Both extrema move 4.8 nm towards thinner oxide. The level suffers little from using the quarter-wave thickness: $1/A$ there is $a-b=1.471$ against the minimum $a-s=1.450$, or 1.5 % more. What is lost is stationarity. At $x=\pi$ the derivative of $1/A$ with respect to $x$ is $-c=0.1461$, so the relative slope is $(0.1461/1.471)(2\pi/103.7\ \mathrm{nm})$, about 0.6 % per nm instead of zero.

The shift also means that bare silicon is not the worst absorber in the series. At 98.9 nm the absorptance is 0.4050, slightly below the bare value.

## From absorptance to threshold

Under what condition may one divide by $A$? In the silicon $E\propto e^{ik_0Nz}$, with $z$ now measured from its surface. The dissipated power, proportional to $|E|^2$, therefore falls as $e^{-\alpha z}$ with $\alpha=4\pi\kappa/\lambda$. The cap changes the prefactor and leaves this shape alone; $1/\alpha$ is 6.8 nm. For incident fluence $F$ and a normalized pulse shape $g(t)$, the heating per unit volume is

$$S(z,t)=AF\,g(t)\,\alpha e^{-\alpha z}.$$

If the optical constants stay fixed and the cap takes no heat, $F$ enters through the product $AF$ alone. Melting starts when this product reaches a value $F_{\rm abs}$ that is independent of $d$, so

$$F_{\rm th}(d)=\frac{F_{\rm abs}}{A(d)}=F_{\rm abs}\,[a+s\cos(x-x_0)].$$

The threshold is a sinusoid under these conditions; the absorptance is not. With $m=s/a=0.2602$ and $y=x-x_0$,

$$A=\frac{1}{a(1+m\cos y)}=\frac1a\left(1-m\cos y+m^2\cos^2y-\dots\right).$$

Averaged over a period, this is $(1+m^2/2)/a$ to second order in $m$. Dividing $F_{\rm abs}$ by the mean absorptance would therefore put the mean threshold about 3 % too low. The average must be taken over $1/A$.

The ratio of highest to lowest threshold is $(1+m)/(1-m)=1.70$. For the effect of an oxide tolerance, differentiate the logarithm:

$$\left|\frac{d\ln F_{\rm th}}{dy}\right|=\frac{m|\sin y|}{1+m\cos y}.$$

Setting the derivative of $\sin y/(1+m\cos y)$ to zero gives $\cos y(1+m\cos y)+m\sin^2y=0$, hence $\cos y=-m$ and $|\sin y|=\sqrt{1-m^2}$. The steepest slope is

$$\left|\frac{d\ln F_{\rm th}}{dd}\right|_{\max}=\frac{4\pi n_1}{\lambda}\frac{m}{\sqrt{1-m^2}}=1.63\ \%\ \text{per nm}.$$

Since $\cos y=-0.2602$ means $y=\pm1.834$, this slope occurs near 25 nm and 69 nm. An oxide error of 3 nm there moves the threshold by about 5 %. Around the minimum the change is quadratic, $\tfrac12(4\pi n_1/\lambda)^2\,m/(1-m)\,(\Delta d)^2$, which is 0.6 % for 3 nm.

## The absorbed threshold

Optics supplies the variation; heat flow supplies the scale. With volumetric heat capacity $c_v$ and conductivity $K(T)$,

$$c_v\frac{\partial T}{\partial t}=\frac{\partial}{\partial z}\left(K\frac{\partial T}{\partial z}\right)+S .$$

Take a flat pulse of duration $\tau=30$ ns, a start at 300 K, no heat loss from the front, and melting at 1685 K. Rough silicon values are $c_v=2.2$ MJ/(m³ K) and $K=150\,(300\ \mathrm{K}/T)^{1.2}$ W/(m K), which falls to 18.9 W/(m K) at melting. The threshold is defined as the fluence that brings the silicon surface to 1685 K at the end of the pulse.

Divide the material into cells of width $w_j$. Heat passing between neighbouring cell centres crosses two half-cells in series, so per unit area and kelvin the heat exchanged in a time step $\Delta t$ is

$$G_{j+1/2}=\frac{\Delta t}{w_j/2K_j+w_{j+1}/2K_{j+1}}.$$

Energy conservation, with exchange evaluated at the new temperatures $T_j'$ and conductivities at the old ones, reads

$$c_{v,j}w_j(T_j'-T_j)=G_{j+1/2}(T_{j+1}'-T_j')-G_{j-1/2}(T_j'-T_{j-1}')+Q_j .$$

Here $Q_j$ is the absorbed energy per area in the cell during the step, and $G=0$ at the outer faces. Each step is one tridiagonal solve. A root search on the fluence then finds the threshold. With 200 steps and silicon cells growing by 5 % from 1 nm, the result is $F_{\rm abs}=191$ mJ/cm². Using 400 steps and 3 % growth changes it by $-0.12$ %. Still finer steps in space and time bring the total change to about $-0.25$ %, so the last digit of the fluences quoted here is not settled.

An analytic estimate shows whether this scale is reasonable. Let the properties be constant and a flux $q$ enter at the surface. The heat flux obeys the same diffusion equation as temperature, with $D=K/c_v$, and equals $q\,\mathrm{erfc}(z/2\sqrt{Dt})$. Integrating Fourier's law over depth gives the surface rise

$$\Delta T=\frac1K\int_0^\infty q\,\mathrm{erfc}\!\left(\frac{z}{2\sqrt{Dt}}\right)dz=\frac{2q}{e}\sqrt{\frac t\pi},\qquad e=\sqrt{Kc_v},$$

because $\int_0^\infty\mathrm{erfc}(v)\,dv=1/\sqrt\pi$. At $t=\tau$, with $F_{\rm abs}=q\tau$,

$$F_{\rm abs}=\frac{e\,\Delta T}{2}\sqrt{\pi\tau}.$$

For $\Delta T=1385$ K this is about 137 mJ/cm² with the conductivity at melting and 386 mJ/cm² with that at 300 K. The computed value lies between them, nearer the hot end.

For an inert cap the threshold is then $374+97\cos(x-x_0)$ mJ/cm². As a test of the division by $A$, the heating profiles from the wave equation at 30 and 99 nm were fed directly into the heat calculation. The incident thresholds found this way agreed with $F_{\rm abs}/A$ within 0.1 %.

## The cap is transparent but not thermally absent

The inert-cap formula predicts that an oxide one full period thick behaves like no oxide. Optically it does. Thermally it does not, since the hot silicon also heats the glass. The corrected rule is

$$F_{\rm th}(d)=\frac{F_{\rm abs}(d)}{A(d)},$$

where $F_{\rm abs}(d)$ comes from the same heat calculation with oxide cells, free of light absorption, placed on top. Rough oxide values are $K=2$ W/(m K) and $c_v=2.4$ MJ/(m³ K).

Two limits explain the size of the correction. During the pulse, heat spreads over roughly $\sqrt{K\tau/c_v}=158$ nm in the oxide. A much thinner cap nearly follows the silicon temperature and stores about $c_vd\,\Delta T$. At 47.1 nm this is 15.6 mJ/cm², which sets the scale of the computed rise in $F_{\rm abs}$, 14.5 mJ/cm². The two need not be equal, because the cap also changes when heat enters the silicon. With constant properties the surface rise grows as $\sqrt t$, so a thin cap draws the flux $c_vd\,\Delta T/(2\sqrt{\tau t})$. Flux entering the silicon at time $t$ affects the final surface temperature with weight $1/\sqrt{\tau-t}$. A constant extra flux $\Delta q$ that compensates for the cap therefore obeys $2\Delta q\sqrt\tau=\pi c_vd\,\Delta T/(2\sqrt\tau)$, since $\int_0^\tau dt/\sqrt{t(\tau-t)}=\pi$. The extra fluence $\Delta q\,\tau$ is then $\pi/4$ of the stored heat; the falling silicon conductivity changes this fraction in the full calculation. For a much thicker cap with constant properties, the flux released at the interface divides into $q_{\rm ox}+q_{\rm Si}$. Both sides share one temperature, so $q_{\rm ox}/e_{\rm ox}=q_{\rm Si}/e_{\rm Si}$, and the absorbed threshold grows by the factor $1+e_{\rm ox}/e_{\rm Si}$. The heat load therefore saturates.

Fluences in mJ/cm²:

| Oxide (nm) | $A$ | Inert cap | Corrected |
|---:|---:|---:|---:|
| 0 | 0.409 | 467 | 467 |
| 25.0 | 0.543 | 351 | 366 |
| 47.1 | 0.690 | 277 | 298 |
| 75.0 | 0.495 | 386 | 432 |
| 98.9 | 0.405 | 471 | 543 |
| 103.7 | 0.409 | 467 | 541 |
| 150.8 | 0.690 | 277 | 334 |
| 202.6 | 0.405 | 471 | 580 |

The heat load raises the threshold by 7.6 % at 47.1 nm and 15.2 % at 98.9 nm, so the ratio between these thicknesses grows from 1.70 to 1.82. One full period of oxide costs 16 % more fluence than none.

The rising $F_{\rm abs}(d)$ also tilts the curve and displaces its extrema. If $L'$ is the slope of $\ln F_{\rm abs}$ and $f''$ the curvature of $-\ln A$ at an optical extremum, the new extremum satisfies $L'+f''\Delta d=0$ to leading order. Near the first minimum, the computed absorbed thresholds, 198.5 mJ/cm² at 25 nm and 213.5 mJ/cm² at 75 nm, give $L'\approx0.0015$ nm⁻¹, while $f''=(4\pi n_1/\lambda)^2m/(1-m)=0.0013$ nm⁻². The minimum thus moves about 1 nm thinner, to roughly 46 nm.

## When heating changes the optics

The remaining weak point is the fixed silicon index. Let $A$ vary with surface temperature between $A_{\min}$ and $A_{\max}$, with the cap inert and the absorption depth held fixed. Then

$$\frac{F_{\rm abs}}{A_{\max}}\le F_{\rm th}\le\frac{F_{\rm abs}}{A_{\min}} .$$

The reason is that stronger heating cannot give a cooler solution. Compare two runs from the same start, the second with the larger source everywhere. It is warmer at first. Were it to become equal again at some point, the difference in $\int K\,dT$ would have a spatial minimum there. Conduction could not lower the difference, and the larger source would raise it, so the difference could not have fallen to zero. An insulated surface is covered by mirror reflection, and equal sources by a limit.

As a trial, not as data, let hot silicon have index $4.0+4.0i$, with $A$ changing linearly in temperature from its cold value at 300 K to its hot value at 1685 K. The inert-cap threshold at 47.1 nm becomes 284 mJ/cm², between the cold and hot limits of 277 and 288. At 98.9 nm it becomes 488, between 471 and 496. For this trial pair the level rises by about 3 to 4 %, while the ratio changes only from 1.70 to 1.72. Another hot index could alter the ratio more.

## Using the scheme

1. Measure the oxide thickness, choose $n_1$ and $N$ at the laser wavelength, and obtain $A(d)$ from the matrix.
2. Find $F_{\rm abs}(d)$ from the heat calculation, including the oxide as a heat store.
3. Divide to obtain $F_{\rm th}(d)$, then evaluate it over the thickness tolerance.
4. Repeat with plausible optical constants at several temperatures up to melting, and use the smallest and largest $A$ to bracket the drift. The cold and hot end values suffice only if $A$ stays between them during heating. The bracket leaves out the change in absorption depth, which is a small effect here: if $\kappa$ drifts from 3.6 to 2.5 by the melting point with $A$ unchanged, the bare threshold rises by about 0.4 %.

If a low threshold and tolerance to oxide variation are both wanted and the thickness is free, a cap near 46 nm is the favourable choice for these parameters. On a wafer with both bare and capped areas it also gives strong selectivity, which may or may not be wanted. The maximum near 100 nm is stationary too, and flatter in relative terms: an oxide error of 3 nm changes the threshold by about 0.3 % there, against 0.6 % at the minimum. The price is a fluence about 1.8 times as high.

The example is in the regime of XeCl excimer annealing, where pulses last roughly tens to hundreds of nanoseconds. Its absolute fluences are model values. Real pulses are not flat, and the shape matters: a Gaussian pulse of 30 ns full width at half maximum needs about 27 % more fluence than the flat 30 ns pulse at 0, 47 and 99 nm alike, while the ratio between the 99 nm and 47 nm thresholds stays near 1.83. Raising the silicon conductivity by 20 % at all temperatures raises $F_{\rm abs}$ by 9.4 %, and the constant-property estimate scales as $\sqrt\tau$, so a 150 ns pulse would need about 2.2 times the fluence for bare silicon. The assumption that implanted wafers break most directly is that of crystalline silicon: an amorphized layer has a different index, conducts heat less well, and melts at a temperature lower by roughly 200 K. With the other properties kept as in the example, a melting point 200 K lower reduces the bare threshold by about 9 % in the heat calculation. The constant-property estimate would give $200/1385$, about 14 %, because it ignores the fall of conductivity with temperature. Patterned oxide with features comparable to the wavelength needs a two- or three-dimensional field calculation.

Smaller effects can be ranked for the same example. A rise of 0.015 in the oxide index on heating changes the threshold by up to 1.4 % within the first period. With the refractive indices held fixed across the line, a laser linewidth of 0.5 nm changes the absorptance by at most 0.0004 % at the tabulated thicknesses. Black-body loss at the melting point amounts to about 0.001 mJ/cm² per pulse. For this cap, thickness control and the oxide heat load matter far more than linewidth or radiation. The coefficients and the tabulated thresholds are listed in the numerical output.

## Computed values

```
wavelength 308 nm, photon energy 4.025 eV
silicon index 5.00 + 3.60i, oxide index 1.485
flat pulse 30 ns, start 300 K, melting point 1685 K
heat capacity: silicon 2.2, oxide 2.4 MJ/(m3 K)
silicon conductivity 150 W/(m K) at 300 K, falling as T^-1.2
silicon conductivity at melting point 18.9 W/(m K)
oxide conductivity 2.0 W/(m K)
absorption depth in silicon 6.81 nm
coefficients of 1/A: a 1.9595, b 0.4885, c -0.1461
amplitude of 1/A 0.5099, modulation m 0.2602
phase x0 -0.2906 rad
period in oxide thickness 103.70 nm
quarter-wave thickness 51.85 nm
lowest threshold at 47.06 nm, highest at 98.91 nm
highest/lowest threshold, inert cap 1.7035
steepest relative threshold slope 1.63 % per nm
largest matrix minus wave-equation absorptance 1.8e-06
absorbed melt threshold, bare silicon 190.8 mJ/cm2
change on refined heat grid -0.12 %
mean inert-cap incident threshold 373.9 mJ/cm2
amplitude of inert-cap threshold 97.3 mJ/cm2
columns: oxide nm | A | inert-cap F_th | F_abs with cap | corrected F_th (mJ/cm2)
   0.00 | 0.4085 | 467.1 | 190.8 | 467.1
  25.00 | 0.5432 | 351.3 | 198.5 | 365.5
  47.06 | 0.6899 | 276.6 | 205.3 | 297.6
  75.00 | 0.4946 | 385.7 | 213.5 | 431.6
  98.91 | 0.4050 | 471.2 | 219.9 | 542.9
 103.70 | 0.4085 | 467.1 | 221.0 | 541.1
 150.76 | 0.6899 | 276.6 | 230.1 | 333.5
 202.61 | 0.4050 | 471.2 | 235.1 | 580.4
corrected threshold ratio, 98.9 nm to 47.1 nm: 1.8244
heat-load rise of threshold at 47.1 nm 7.6 %
heat-load rise of threshold at 98.9 nm 15.2 %
trial hot silicon index 4.0 + 4.0i
columns: oxide nm | F_th cold optics | drifting optics | hot optics (mJ/cm2)
   0.00 | 467.1 | 482.2 | 488.9
  47.06 | 276.6 | 284.3 | 287.7
  98.91 | 471.2 | 488.3 | 496.0
oxide index rise 0.015: threshold change up to 1.41 %
linewidth 0.5 nm: absorptance change up to 0.0004 %
silicon conductivity +20 %: absorbed threshold +9.4 %
black-body loss at melting point over one pulse 0.00137 mJ/cm2
```
